\section*{Two-photon E1E1 decay of the 2s state in length and velocity form}

\section{Symmetry and scaling}

The system is a hydrogen-like ion with a point nucleus of charge $Ze$ and infinite mass, described by $H=p^2/2m-Z\alpha\hbar c/r$, with radiation treated in the dipole approximation and to lowest order in $e$. The states $|i\rangle=|2s\rangle$ and $|f\rangle=|1s\rangle$ both have $l=0$ and even parity. The dipole operator is odd, so $\langle 1s|\mathbf r|2s\rangle=0$. The transition $2s\to2p$ is allowed by parity, but the levels are degenerate in this model and no energy is available for a photon. The spin magnetic moment does not act on the orbital state, and its matrix element is proportional to $\langle1s|2s\rangle=0$. Two dipole operators are even and contain a scalar, so the decay proceeds by two E1 photons with
\begin{equation}\label{shell}
\omega_1+\omega_2=\omega_0,\qquad \hbar\omega_0=E_i-E_f=\tfrac38Z^2E_h .
\end{equation}
Between two spherically symmetric states the amplitude is a scalar linear in each polarisation vector. In the dipole approximation no wave vector enters, so the amplitude is proportional to $\boldsymbol\epsilon_1^*\cdot\boldsymbol\epsilon_2^*$.

Each photon contributes a squared coupling $e^2\hbar\omega/\epsilon_0\mathcal V\sim\alpha\hbar^2c\,\omega/\mathcal V$ and a mode density $\mathcal V\omega^2/c^3$. The atomic factor of a second-order amplitude has the size $r^2/E$, and the golden rule supplies $\hbar^{-2}$. Hence $d\Gamma/d\omega_1\sim\alpha^2\hbar^2c^{-4}\omega_1^3\omega_2^3(r^2/E)^2$, which is dimensionless as required. With $r\sim\hbar/(Z\alpha mc)$ and $\hbar\omega\sim E\sim(Z\alpha)^2mc^2$,
\begin{equation}\label{scal}
\Gamma\sim\frac{\alpha^2\hbar^2}{c^4}\,\frac{(Z\alpha)^{14}m^7c^{14}}{\hbar^7}\,\frac{\hbar^4}{(Z\alpha)^8m^6c^8}=\alpha^2(Z\alpha)^6\,\frac{mc^2}{\hbar}.
\end{equation}
The rate is a pure number times $Z^6\alpha^6E_h/\hbar$, since $E_h=\alpha^2mc^2$.

\section{Second-order amplitude}

In a volume $\mathcal V$ the fields at the nucleus are
\begin{equation}\label{fields}
\mathbf A=\sum_{\lambda}\sqrt{\frac{\hbar}{2\epsilon_0\mathcal V\omega}}\,(\boldsymbol\epsilon a+\boldsymbol\epsilon^*a^\dagger),\qquad
\mathbf E=i\sum_\lambda\sqrt{\frac{\hbar\omega}{2\epsilon_0\mathcal V}}\,(\boldsymbol\epsilon a-\boldsymbol\epsilon^*a^\dagger).
\end{equation}
For electron charge $-e$, minimal coupling $\mathbf p\to\mathbf p+e\mathbf A$ gives the velocity form $H'_V=(e/m)\mathbf A\cdot\mathbf p+e^2A^2/2m$. The unitary operator $U=\exp(ie\,\mathbf r\cdot\mathbf A/\hbar)$ gives $U\mathbf pU^\dagger=\mathbf p-e\mathbf A$, which removes $\mathbf A$ from the kinetic energy. Acting on the field energy $H_F=\sum\hbar\omega a^\dagger a$, with $[a,a^\dagger a]=a$ and $[a^\dagger,a^\dagger a]=-a^\dagger$, it adds $(ie/\hbar)[\mathbf r\cdot\mathbf A,H_F]=e\,\mathbf r\cdot\mathbf E$. The next commutator contains no photon operator and cannot emit. The length form is therefore $H'_L=e\,\mathbf r\cdot\mathbf E$.

By \eqref{fields}, emission into an empty mode has the matrix element $-ie\sqrt{\hbar\omega/2\epsilon_0\mathcal V}\,\boldsymbol\epsilon^*\cdot\mathbf r$. The final state $|f;1_1,1_2\rangle$ is reached through $|n;1_1\rangle$ or through $|n;1_2\rangle$, with denominators $E_i-E_n-\hbar\omega_{1}$ and $E_i-E_n-\hbar\omega_2$. The factor $(-i)^2=-1$ reverses the sign of the denominators:
\begin{equation}\label{ML}
M_L=\frac{e^2\hbar\sqrt{\omega_1\omega_2}}{2\epsilon_0\mathcal V}\sum_n\left[\frac{(\boldsymbol\epsilon_2^*\cdot\mathbf r)_{fn}(\boldsymbol\epsilon_1^*\cdot\mathbf r)_{ni}}{E_n-E_i+\hbar\omega_1}+(1\leftrightarrow2)\right].
\end{equation}
The sum runs over the whole spectrum of $H$, continuum included.

Write $\psi=R(r)Y_{lm}$ and $u=rR$, with $u>0$ near the origin, and $\mathbf r=r\mathbf n$. The function $n_bY_{00}$ has $l=1$, so the intermediate states are $p$ states, and the three $Y_{1m}$ are complete for this function:
\begin{equation}\label{third}
\sum_m\langle00|n_a|1m\rangle\langle1m|n_b|00\rangle=\langle00|n_an_b|00\rangle=\tfrac13\delta_{ab}.
\end{equation}
The last step holds because an isotropic tensor of trace $\mathbf n^2=1$ is $\delta_{ab}/3$. With the radial integrals $R_{n,s}=\int u_{np}\,r\,u_s\,dr$,
\begin{equation}\label{Ldef}
M_L=\frac{e^2\hbar\sqrt{\omega_1\omega_2}}{2\epsilon_0\mathcal V}\,\frac{\boldsymbol\epsilon_1^*\cdot\boldsymbol\epsilon_2^*}{3}\,(L_1+L_2),\qquad
L(\omega)=\sum_n\frac{R_{n,1s}R_{n,2s}}{E_n-E_i+\hbar\omega},
\end{equation}
where $L_j=L(\omega_j)$.

\section{Spectral distribution}

The golden rule is $\Gamma=(2\pi/\hbar)\sum|M|^2\delta(\hbar\omega_0-\hbar\omega_1-\hbar\omega_2)$, summed over distinct final states. The state $|1_1,1_2\rangle$ is fixed by the unordered pair of modes, so an unrestricted double sum counts it twice and carries a factor $\frac12$. Each mode sum becomes $\mathcal V(2\pi c)^{-3}\int\omega^2d\omega\,d\Omega\sum_{\rm pol}$. The polarisation sums are projectors, $\sum\epsilon_a\epsilon_b^*=\delta_{ab}-\hat k_a\hat k_b$, and the trace of their product gives
\begin{equation}\label{pol}
\sum_{\rm pol}|\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2|^2=3-1-1+(\hat{\mathbf k}_1\cdot\hat{\mathbf k}_2)^2=1+\cos^2\theta .
\end{equation}
This is the angular correlation of the photons. Its integral is $\int d\Omega_1d\Omega_2(1+\cos^2\theta)=4\pi(4\pi+4\pi/3)=64\pi^2/3$. The integral over $\omega_2$ removes the delta function and yields $1/\hbar$. Define $d\Gamma/d\omega_1$ as the integrand without the factor $\frac12$:
\begin{equation}\label{collect}
\frac{d\Gamma}{d\omega_1}=\frac{2\pi}{\hbar^2}\,\frac{e^4\hbar^2\omega_1\omega_2}{4\epsilon_0^2}\,\frac{(L_1+L_2)^2}{9}\,\frac{\omega_1^2\omega_2^2}{64\pi^6c^6}\,\frac{64\pi^2}{3}.
\end{equation}
The volume has cancelled. From $e^2/4\pi\epsilon_0=\alpha\hbar c$ follows $e^4/4\epsilon_0^2=4\pi^2\alpha^2\hbar^2c^2$, and the numerical factors combine to $2\pi\cdot4\pi^2/(27\pi^4)=8/27\pi$:
\begin{equation}\label{spec}
\frac{d\Gamma}{d\omega_1}=\frac{8}{27\pi}\frac{\alpha^2\hbar^2}{c^4}\,\omega_1^3\omega_2^3\,(L_1+L_2)^2,\qquad
\Gamma=\frac12\int_0^{\omega_0}\frac{d\Gamma}{d\omega_1}\,d\omega_1 .
\end{equation}
Every decay yields two photons, so $d\Gamma/d\omega_1$, whose integral is $2\Gamma$, is the number of photons emitted per unit time and unit frequency.

The substitution $r\to r/Z$ turns $H$ into $Z^2$ times the hydrogen Hamiltonian, so $L=Z^{-4}(a_0^2/E_h)\bar L$ with $\bar L$ the $Z=1$ value in atomic units. Put $\omega_1=y\omega_0$, $\omega_2=(1-y)\omega_0$, and use $a_0E_h=\alpha\hbar c$, so that $\hbar^2c^{-4}(E_h/\hbar)^7a_0^4/E_h^2=\alpha^4E_h/\hbar$. The powers of $Z$ are $Z^{14}Z^{-8}$, and
\begin{align}
\frac{d\Gamma}{dy}&=2KZ^6\,y^3(1-y)^3(\bar L_1+\bar L_2)^2,\qquad K=\frac{4\alpha^6}{27\pi}\frac{E_h}{\hbar}\left(\frac38\right)^7,\label{dGdy}\\
\Gamma&=Z^6KI,\qquad I=\int_0^1y^3(1-y)^3(\bar L_1+\bar L_2)^2dy .\label{GI}
\end{align}
This has the form \eqref{scal}. The shape in $y$ is symmetric about $\frac12$ and independent of $Z$ in this model.

\section{Velocity form}

The term $e^2A^2/2m$ creates two photons in first order. In the dipole approximation it contains no electron operator, so its matrix element is proportional to $\langle1s|2s\rangle=0$. The term $(e/m)\mathbf A\cdot\mathbf p$ acts twice. On an $s$ state $p_b\,RY_{00}=-i\hbar R'n_bY_{00}$, so with $D_{n,s}=\int u_{np}\,rR_s'\,dr$ the radial factor of $\langle n|p_b|i\rangle$ is $-i\hbar D_{n,2s}$, and that of $\langle f|p_a|n\rangle=\langle n|p_a|f\rangle^*$ is $+i\hbar D_{n,1s}$. Their product is $+\hbar^2D_{n,1s}D_{n,2s}$, and the angular factor is again \eqref{third}. The emission element of $\mathbf A$ carries no factor $i$, so the sign of the denominator survives:
\begin{equation}\label{MV}
M_V=-\frac{e^2\hbar}{2\epsilon_0\mathcal V\sqrt{\omega_1\omega_2}}\,\frac{\boldsymbol\epsilon_1^*\cdot\boldsymbol\epsilon_2^*}{3}(V_1+V_2),\qquad
V(\omega)=\frac{\hbar^2}{m^2}\sum_n\frac{D_{n,1s}D_{n,2s}}{E_n-E_i+\hbar\omega}.
\end{equation}
Comparison with \eqref{Ldef} shows that $M_V=M_L$ if and only if
\begin{equation}\label{gauge}
V_1+V_2=-\omega_1\omega_2\,(L_1+L_2),
\end{equation}
and that the velocity spectrum is \eqref{spec} with $\omega_1^3\omega_2^3(L_1+L_2)^2$ replaced by $\omega_1\omega_2(V_1+V_2)^2$.

From here on $Z=1$, atomic units are used ($\hbar=m=a_0=E_h=1$, $\omega_0=\frac38$) and the bar is dropped. The commutator $[H,\mathbf r]=-i\mathbf p$ gives $\langle n|\mathbf p|s\rangle=i(E_n-E_s)\langle n|\mathbf r|s\rangle$, that is $D_{n,s}=-(E_n-E_s)R_{n,s}$. With $a_n=E_n-E_i$ and $\rho_n=R_{n,1s}R_{n,2s}$,
\begin{equation}\label{DD}
D_{n,1s}D_{n,2s}=a_n(a_n+\omega_0)\,\rho_n .
\end{equation}
Energy conservation \eqref{shell} gives $(a+\omega_1)(a+\omega_2)=a(a+\omega_0)+\omega_1\omega_2$. Division by $a+\omega_1$ and summation with weight $\rho_n$ yield
\begin{equation}\label{one}
V_1=\sum_n(a_n+\omega_2)\rho_n-\omega_1\omega_2L_1 .
\end{equation}
Adding the exchanged equation leaves \eqref{gauge} plus the remainder $\sum_n(2a_n+\omega_0)\rho_n$. Since $2a_n+\omega_0=2E_n-E_i-E_f$, closure over a complete set turns this into a double commutator. For one Cartesian component, where $x_{fn}x_{ni}$ summed over $m$ is $\rho_n/3$,
\begin{equation}\label{trk}
\tfrac13\sum_n(2a_n+\omega_0)\rho_n=\langle f|2xHx-x^2H-Hx^2|i\rangle=-\langle f|[x,[x,H]]|i\rangle=\langle f|i\rangle=0,
\end{equation}
because $[x,H]=ip_x$ and $[x,ip_x]=-1$. This off-diagonal Thomas--Reiche--Kuhn sum rule proves \eqref{gauge}.

The proof uses three conditions. Both orderings are needed: \eqref{trk} gives $\sum a_n\rho_n=-\frac12\omega_0\sum\rho_n$, closure gives $\sum\rho_n=\langle1s|r^2|2s\rangle$, and \eqref{one} becomes
\begin{equation}\label{res}
V_1+\omega_1\omega_2L_1=\tfrac12(\omega_2-\omega_1)\langle1s|r^2|2s\rangle .
\end{equation}
At $y=0.3$ this is $\frac12(0.4)(0.375)(-2.979742)=-0.223481$, and it vanishes at $y=\frac12$. Energy conservation is needed: at $y=0.3$ with $\omega_2$ reduced by the factor $0.8$, the ratio of the left side of \eqref{gauge} to the right side is $1.2161$. Completeness is needed in \eqref{trk}. The $2p$ state has $a=0$, so by \eqref{DD} it is absent from $V$, while it produces a pole $1/\omega$ in $L$.

\section{Evaluation with the Coulomb Green function}

The sums in \eqref{Ldef} and \eqref{MV} are matrix elements of the $p$-wave radial Green function $g=(H_1-E)^{-1}$, where $H_1=-\frac12d^2/dr^2+1/r^2-1/r$ and
\begin{equation}\label{kap}
E=E_i-\omega=-\tfrac12\kappa^2,\qquad\kappa=\sqrt{\tfrac14+2\omega},\qquad\tfrac12\le\kappa\le1 .
\end{equation}
Consider $(-\frac12d^2/dr^2+1/r^2+\frac12\kappa^2)S=\lambda S/r$ at fixed $\kappa$. It is the hydrogenic $p$-wave equation for charge $\lambda$, whose bound energies $-\lambda^2/2n^2$ equal $-\kappa^2/2$ for $\lambda=n\kappa$, $n=k+2$. The solutions are the Sturmian functions
\begin{equation}\label{S}
S_k=c_k^{-1/2}(2\kappa r)^2e^{-\kappa r}L_k^{3}(2\kappa r),\qquad c_k=\frac{(k+3)!}{k!},\qquad k=0,1,2,\dots
\end{equation}
With $x=2\kappa r$ and $dr/r=dx/x$, the Laguerre relation $\int x^3e^{-x}L_k^3L_j^3dx=c_k\delta_{kj}$ gives $\int S_kS_j\,dr/r=\delta_{kj}$. The polynomials $L^3_k$ are complete for this weight, so $\sum_kS_k(r)S_k(r')/r=\delta(r-r')$. Because $(H_1-E)S_k=[(k+2)\kappa-1]S_k/r$,
\begin{equation}\label{g}
g(r,r')=\sum_{k=0}^\infty\frac{S_k(r)S_k(r')}{(k+2)\kappa-1}
\end{equation}
satisfies $(H_1-E)g=\delta$. This discrete sum contains the continuum.

The source functions follow from $R_{1s}=2e^{-r}$ and $R_{2s}=2^{-1/2}(1-r/2)e^{-r/2}$:
\begin{align}
ru_{1s}&=2r^2e^{-r}, & ru_{2s}&=2^{-1/2}(r^2-\tfrac12r^3)e^{-r/2},\nonumber\\
rR'_{1s}&=-2re^{-r}, & rR'_{2s}&=2^{-1/2}(-r+\tfrac14r^2)e^{-r/2}.\label{src}
\end{align}
One integral is needed. With $s=b+\kappa$, the generating function $\sum t^kL_k^3(x)=(1-t)^{-4}e^{-xt/(1-t)}$ and $\int r^3e^{-\sigma r}dr=6/\sigma^4$ give
\begin{equation}
\sum_kt^k\!\int r^3e^{-sr}L_k^3(2\kappa r)\,dr=\frac{6}{[s(1-t)+2\kappa t]^4}=\frac{6}{s^4(1-qt)^4},\qquad q=\frac{b-\kappa}{b+\kappa}.
\end{equation}
The coefficient of $t^k$ in $6(1-qt)^{-4}$ is $c_kq^k$, so the integral equals $c_kF_k(b)$ with $F_k(b)=(b-\kappa)^k/(b+\kappa)^{k+4}$. Each further power of $r$ is produced by $-d/db$. The overlaps of $S_k$ with \eqref{src} carry the common factor $4\kappa^2\sqrt{c_k}$, and
\begin{align}
L&=\sum_k\frac{16\kappa^4c_k}{(k+2)\kappa-1}\,\bigl[-2F_k'(1)\bigr]\,\frac{-F_k'(\frac12)-\frac12F_k''(\frac12)}{\sqrt2},\label{Lser}\\
V&=\sum_k\frac{16\kappa^4c_k}{(k+2)\kappa-1}\,\bigl[-2F_k(1)\bigr]\,\frac{-F_k(\frac12)-\frac14F_k'(\frac12)}{\sqrt2}.\label{Vser}
\end{align}
The terms are rational functions of $k$ times the $k$th power of $(1-\kappa)(\frac12-\kappa)/[(1+\kappa)(\frac12+\kappa)]$, whose magnitude is below one, so both series converge geometrically for $\kappa>\frac12$. At $\kappa=\frac12$, that is $\omega=0$, the $k=0$ term of $L$ is infinite because of the $2p$ pole.

For $k=0$, $F_0=s^{-4}$, $F_0'=-4s^{-5}$, $F_0''=20s^{-6}$ and $c_0=6$. At $b=\frac12$ the last bracket of \eqref{Lser} is $(4s-10)s^{-6}=-4(2-\kappa)s^{-6}$, and that of \eqref{Vser} is $(1-s)s^{-5}=-\frac12(2\kappa-1)s^{-5}$. Thus
\begin{equation}\label{k0}
L^{(0)}=-\frac{1536\sqrt2\,\kappa^4(2-\kappa)}{(1+\kappa)^5(\frac12+\kappa)^6(2\kappa-1)},\qquad
V^{(0)}=\frac{48\sqrt2\,\kappa^4}{(1+\kappa)^4(\frac12+\kappa)^5}.
\end{equation}
The $2p$ pole at $\kappa=\frac12$ has cancelled in $V^{(0)}$, as \eqref{DD} demands. In $L^{(0)}$, $2\kappa-1\simeq4\omega$ for small $\omega$ by \eqref{kap}, and the residue is $-1152\sqrt2/243$. This is $\rho_{2p}=1.290266\times(-5.196152)=-6.704420$.

\section{Numerical result for hydrogen}

For $Z=1$, $\hbar\omega_0=10.20427$ eV, which corresponds to $\lambda_0=121.502$ nm. With $\alpha=7.2973525643\times10^{-3}$ and $E_h/\hbar=4.13413733\times10^{16}\ \mathrm{s^{-1}}$, equation \eqref{dGdy} gives $K=0.3070026\ \mathrm{s^{-1}}$.

At $y=\frac12$ (243.005 nm), $\omega=\frac3{16}$ and $\kappa=\sqrt{5/8}=0.790569$. The terms $k=0,\dots,5$ give
\begin{align*}
L&\simeq-20.764586-4.253471+1.660848-0.221846+0.019338-0.001323=-23.5610,\\
V&\simeq0.7205179+0.1183851-0.0112315+0.0006756-0.0000334+0.0000015=0.8283152,
\end{align*}
and the converged $L$ is $-23.560966$. The asymptotic ratio of terms is $-0.0263$; the early terms fall more slowly because of the factors polynomial in $k$. With $\omega_1\omega_2=9/256$, $-\omega_1\omega_2L=0.828315=V$, which is \eqref{res} at equal frequencies. Then $L_1+L_2=-47.12193$ and $d\Gamma/dy=2(0.3070026)(47.12193)^2/64=21.303\ \mathrm{s^{-1}}$. The other points follow in the same way.
\begin{center}
\begin{tabular}{cccc}
$y$ & $L_1+L_2$ & $V_1+V_2$ & $d\Gamma/dy$ (s$^{-1}$)\\
0.01 & $-1762.737$ & 2.45406 & 1.851\\
0.05 & $-338.101$ & 2.25841 & 7.522\\
0.10 & $-164.594$ & 2.08314 & 12.126\\
0.20 & $-82.795$ & 1.86289 & 17.240\\
0.30 & $-58.927$ & 1.74020 & 19.745\\
0.40 & $-49.674$ & 1.67649 & 20.944\\
0.50 & $-47.122$ & 1.65663 & 21.303
\end{tabular}
\end{center}
At each of these points $-\omega_1\omega_2(L_1+L_2)$ reproduces $V_1+V_2$ to the seven decimals that the program prints. The spectrum rises monotonically to its maximum at $y=\frac12$, as checked on a grid.

For $y\to0$ the pole dominates, $L_1\to\rho_{2p}/(y\omega_0)$, and \eqref{dGdy} gives a linear law,
\begin{equation}\label{slope}
\frac{d\Gamma}{dy}\to2K\left(\frac{\rho_{2p}}{\omega_0}\right)^2y=2(0.3070026)\left(\frac{6.704420}{0.375}\right)^2y=196.26\,y\ \mathrm{s^{-1}} .
\end{equation}
Without the degenerate $2p$ level the length form would start as $y^3$. At $y=0.01$ the law gives $1.96\ \mathrm{s^{-1}}$, about 6\% above the full value $1.851\ \mathrm{s^{-1}}$. In wavelength, $\lambda=\lambda_0/y$ gives $d\Gamma/d\lambda=(y^2/\lambda_0)\,d\Gamma/dy$, and the photon-number distribution peaks at $y=0.8206$, or $148.1$ nm.

The factor $y^3(1-y)^3$ cancels the double poles at the end points, and the nearest remaining singularity is the $3p$ pole at $y=-a_{3p}/\omega_0=-5/27$, with its mirror image beyond $y=1$. The integrand of \eqref{GI} is therefore analytic on the closed interval, and Gauss--Legendre quadrature converges geometrically. It yields $I=26.805477$ and
\begin{equation}\label{final}
\Gamma=Z^6(0.3070026)(26.805477)\ \mathrm{s^{-1}}=8.22935\,Z^6\ \mathrm{s^{-1}},
\end{equation}
a lifetime of $0.121516$ s for $Z=1$. Length and velocity forms both give $8.229352\ \mathrm{s^{-1}}$.

The numerical check printed below repeats the calculation by diagonalising $H$ in a B-spline basis and assembling the rate in SI units from $e$ and $\epsilon_0$, with a numerical polarisation integral ($210.55=64\pi^2/3$). It finds $8.229352\ \mathrm{s^{-1}}$ in both forms, and $526.68\ \mathrm{s^{-1}}$ (lifetime $1.8987$ ms) for $Z=2$ on the same grid, a ratio of $64.000=2^6$. The amplitude is tested without perturbation theory by diagonalising the atom together with two modes of field $g_0$ per photon, both polarised along $z$. The states $|2s;0,0\rangle$ and $|1s;1,1\rangle$ form an avoided crossing whose minimum gap is $2|M|$ at leading order. At $y=0.3$, \eqref{Ldef} predicts $|M|/g_0^2=58.92749/3=19.6425$, and the diagonalisation gives $19.6422$ with $H'_L$ and $19.6411$ with $H'_V$. The factor $\frac12$ in \eqref{spec} is common to both evaluations of $\Gamma$ and rests on the counting argument.

\subsection*{Incomplete sums}

At $\kappa=1/n$ the function $S_{n-2}$ solves the hydrogen equation. Since $\langle1/r\rangle=1/n^2$, the normalised state is $u_{np}=S_{n-2}/n$, and the same overlaps give the bound-state part of $L$ and $V$. At $y=\frac12$ the $2p$ state contributes $-35.7569$ to $L$, and all bound states together give $-26.7648$. The higher bound states thus add $+8.9921$, and the continuum, obtained as the difference from $-23.5610$, adds $+3.2038$. These parts oppose the $2p$ term, so omitting them raises the length rate: it is $16.36\ \mathrm{s^{-1}}$ with $2p$ alone and $10.01\ \mathrm{s^{-1}}$ with all bound states, 22\% above the full rate. In $V$ the weight $a(a+\omega_0)$ of \eqref{DD} vanishes for $2p$ and grows with energy. The bound states supply $0.32994$ of the total $0.82832$ at $y=\frac12$, and the bound-state velocity rate is $1.454\ \mathrm{s^{-1}}$, 18\% of the full rate. The comparison of the two forms is therefore sensitive to missing intermediate states. It does not test the prefactor of \eqref{spec}, which both forms share.

\section{Range of validity}

The coefficient $8.229$ belongs to an infinitely heavy nucleus. For nuclear mass $M$ the relative motion has the reduced mass $\mu=mM/(m+M)$, lengths scale as $1/\mu$ and energies as $\mu$, so $\omega_0^7L^2\propto\mu^7\mu^{-6}=\mu$. The B-spline calculation with $\mu=0.8m$ gives the ratio $0.800000$. The dipole operator also changes. Relative to the centre of mass $\mathbf r_e=M\mathbf r/(M+m)$ and $\mathbf r_N=-m\mathbf r/(M+m)$, so $-e\mathbf r_e+Ze\mathbf r_N=-e\mathbf r\,(M+Zm)/(M+m)$, and the rate carries the fourth power of this factor, which is 1 for $Z=1$. For hydrogen with the proton mass, $\Gamma=0.99945568\times8.229352=8.225\ \mathrm{s^{-1}}$, a lifetime of $0.1216$ s.

The Schr\"odinger Hamiltonian omits terms of relative order $v^2/c^2\sim(Z\alpha)^2$. Retardation expands in $\mathbf k\cdot\mathbf r\sim Z\alpha$, and the linear term makes the two-photon operator odd under parity, so it vanishes between $s$ states and the first correction is again of order $(Z\alpha)^2$. With $\alpha^2=5.3\times10^{-5}$ this is a power-counting estimate whose coefficient is not computed here. If the coefficient is of order one, about four figures of the mass-corrected value $8.225\ \mathrm{s^{-1}}$ are physical for hydrogen. The value \eqref{final} itself differs from it in the fourth figure because its nucleus is infinitely heavy, and its further digits describe the model. The $Z^6$ law fails when $Z\alpha$ is not small.

The degeneracy of $2s$ and $2p$ is lifted by the Lamb shift and the fine structure, roughly 1 GHz and 10 GHz in hydrogen, or $y$ of roughly $4\times10^{-7}$ and $4\times10^{-6}$. The $2p$ denominator $y\omega_0$ is then displaced by these amounts, and the linear law \eqref{slope} holds only for $y$ well above them and still small compared with 1: at $y=0.01$ it is already about 6\% too high.

\section*{Calculated quantities}
\begin{verbatim}
alpha = 7.2973525643e-03; alpha^2 = 5.325e-05
a0 = 5.29177211e-11 m; Eh = 4.35974472e-18 J; Eh/hbar = 4.13413733e+16 1/s
w0 = 1.550302e+16 rad/s; hbar w0 = 10.20427 eV
lambda0 = 121.502 nm; lambda at y=1/2 = 243.005 nm
polarization-angle integral = 210.551561 sr^2
R(1s,2p) = 1.290266 a0; R(2p,2s) = -5.196152 a0; product = -6.704420 a0^2
R(1s,3p) = 0.516689 a0; R(3p,2s) = 3.064815 a0
y=1/2: kappa = 0.790569 1/a0; asymptotic ratio = -0.026334
  k=0: L term = -20.764586 a0^2/Eh; V term = +0.7205179 a.u.
  k=1: L term = -4.253471 a0^2/Eh; V term = +0.1183851 a.u.
  k=2: L term = +1.660848 a0^2/Eh; V term = -0.0112315 a.u.
  k=3: L term = -0.221846 a0^2/Eh; V term = +0.0006756 a.u.
  k=4: L term = +0.019338 a0^2/Eh; V term = -0.0000334 a.u.
  k=5: L term = -0.001323 a0^2/Eh; V term = +0.0000015 a.u.
y=1/2: L = -23.560966 a0^2/Eh; V = 0.8283152 a.u.; w1 w2 = 0.0351562 Eh^2
y=1/2: L from 2p = -35.7569, all bound = -26.7648 a0^2/Eh
y=1/2: V from all bound = 0.32994 a.u.
y, L1+L2 [a0^2/Eh], V1+V2 [a.u.], -w1w2(L1+L2) [a.u.], dG/dy [1/s]
  0.01 -1762.73723 2.4540607 2.4540607 1.85120
  0.05 -338.10068 2.2584069 2.2584069 7.52220
  0.10 -164.59364 2.0831383 2.0831383 12.12623
  0.20 -82.79516 1.8628911 1.8628911 17.24019
  0.30 -58.92749 1.7402025 1.7402025 19.74540
  0.40 -49.67377 1.6764898 1.6764898 20.94402
  0.50 -47.12193 1.6566304 1.6566304 21.30288
small-y slope of dG/dy = 196.260 1/s
peak of dG/dlambda: y = 0.8206, lambda = 148.1 nm
<1s|r^2|2s> = -2.979742 a0^2; y=0.3 single-ordering residue = -0.223481 a.u.
off shell (y=0.3, w2 times 0.8): velocity/length amplitude ratio = 1.2161
y=0.3 |M|/g^2: second order 19.6425, exact length 19.6422, velocity 19.6411 a.u.
I = 26.805477 (a0^2/Eh)^2; constant 4 alpha^6 (Eh/hbar)(3/8)^7/(27 pi) = 0.3070026 1/s
Gamma Sturmian: length 8.229352 1/s, velocity 8.229352 1/s
Gamma B-spline SI: length 8.229352 1/s, velocity 8.229352 1/s
lifetime = 0.121516 s
2p only: length 16.3550 1/s, velocity 0.0000 1/s
bound only: length 10.0135 1/s, velocity 1.4542 1/s
Z=2 B-spline: Gamma = 526.6785 1/s; ratio to Z=1 = 64.00000; lifetime = 1.8987 ms
mass 0.8 m B-spline: ratio = 0.800000
H with proton mass: mu/m = 0.99945568; Gamma = 8.22487 1/s; lifetime = 0.121582 s
\end{verbatim}
